# Bending stiffness of a resist line with soft sidewall skins: a numerical check

```python
"""
Result under test: a resist line of width w with a stress-free skin of
thickness t on each sidewall has the bending stiffness ratio
    R = D_skin / D_uniform = (1 - 2 t / w)**3,
about 0.39 for w = 15 nm and t = 2 nm.
D = moment per unit line length / curvature; for a uniform line
D = E' w**3 / 12 with plane-strain modulus E' = E / (1 - nu**2).
A skin with modulus fraction r gives R(r) = r + (1 - r)(1 - 2 t / w)**3.
A line load F at the top of a slender line of height H moves it by
F H**3 / (3 D).
Independent road: two-dimensional plane-strain finite elements.
Units: nm and nN, so that 1 GPa = 1 nN/nm^2.
"""
import numpy as np
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

WIDTH, SKIN, HEIGHT = 15, 2, 45       # nm
CORE = WIDTH - 2 * SKIN               # nm
YOUNG, POISSON = 2.0, 0.35            # GPa, dimensionless
LOAD = 0.02                           # nN per nm of line
UNDERLAYER = 20                       # nm
SOFT = 1e-4                           # modulus fraction of a negligible skin


def unit_element_matrix():
    """Stiffness of a square nine-node element with Young's modulus 1."""
    nu = POISSON
    elastic = np.array([[1 - nu, nu, 0], [nu, 1 - nu, 0],
                        [0, 0, (1 - 2 * nu) / 2]])
    elastic /= (1 + nu) * (1 - 2 * nu)
    points, weights = np.polynomial.legendre.leggauss(3)

    def shape(s):
        return np.array([s * (s - 1) / 2, 1 - s * s, s * (s + 1) / 2])

    def slope(s):
        return np.array([s - 0.5, -2 * s, s + 0.5])

    matrix = np.zeros((18, 18))
    for x, wx in zip(points, weights):
        for y, wy in zip(points, weights):
            dx = np.outer(shape(y), slope(x)).ravel()
            dy = np.outer(slope(y), shape(x)).ravel()
            strain = np.zeros((3, 18))
            strain[0, 0::2] = dx
            strain[1, 1::2] = dy
            strain[2, 0::2] = dy
            strain[2, 1::2] = dx
            matrix += wx * wy * strain.T @ elastic @ strain
    return matrix


ELEMENT = unit_element_matrix()


def centreline(height, skin_fraction, kind, layer=0, per_nm=1):
    """Sideways displacement of mid-width nodes, from the fixed base up.

    kind 'force': line load LOAD on the top of the core.
    kind 'moment': unit moment per length on the top of the core.
    layer: thickness of an elastic underlayer, also its side margin.
    """
    n = per_nm
    nx, ny = (WIDTH + 2 * layer) * n, (height + layer) * n
    modulus = np.zeros((ny, nx))
    modulus[:layer * n, :] = YOUNG
    left, right = layer * n, (layer + WIDTH) * n
    modulus[layer * n:, left:right] = skin_fraction * YOUNG
    core_left, core_right = left + SKIN * n, right - SKIN * n
    modulus[layer * n:, core_left:core_right] = YOUNG

    ey, ex = np.nonzero(modulus)
    columns = 2 * nx + 1
    local = np.arange(9)
    nodes = ((2 * ey[:, None] + local // 3) * columns
             + 2 * ex[:, None] + local % 3)
    dofs = (2 * nodes[:, :, None] + np.arange(2)).reshape(-1, 18)
    values = modulus[ey, ex][:, None, None] * ELEMENT
    size = 2 * columns * (2 * ny + 1)
    rows = np.repeat(dofs, 18, axis=1).ravel()
    cols = np.tile(dofs, (1, 18)).ravel()
    stiffness = coo_matrix((values.ravel(), (rows, cols)),
                           shape=(size, size)).tocsr()

    force = np.zeros(size)
    side = 1.0 / n
    for element in range(core_left, core_right):
        for i, weight in enumerate((1, 4, 1)):
            column = 2 * element + i
            node = 2 * ny * columns + column
            x = (column - nx) * side / 2
            if kind == "force":
                force[2 * node] += LOAD / CORE * side * weight / 6
            else:
                traction = x / (CORE**3 / 12)
                force[2 * node + 1] += traction * side * weight / 6

    used = np.unique(dofs)
    free = used[used >= 2 * columns]
    displacement = np.zeros(size)
    reduced = stiffness[free][:, free].tocsc()
    displacement[free] = spsolve(reduced, force[free],
                                 permc_spec="MMD_AT_PLUS_A")
    return displacement[0::2].reshape(2 * ny + 1, columns)[:, nx]


def stiffness_from_moment(skin_fraction):
    """Moment / curvature in the middle of a line 90 nm high."""
    u = centreline(90, skin_fraction, "moment")
    middle, arm = 90, 30              # node spacing is 0.5 nm
    second = u[middle + arm] - 2 * u[middle] + u[middle - arm]
    return 1 / abs(second / (0.5 * arm)**2)


# Derived formulas
plane_modulus = YOUNG / (1 - POISSON**2)
D_uniform = plane_modulus * WIDTH**3 / 12
D_skin = plane_modulus * CORE**3 / 12
ratio = (1 - 2 * SKIN / WIDTH)**3
partial = 0.1
ratio_partial = partial + (1 - partial) * ratio
tip_uniform = LOAD * HEIGHT**3 / (3 * D_uniform)
tip_skin = LOAD * HEIGHT**3 / (3 * D_skin)

# Section integral by direct summation over thin strips
strips = 15000
x = (np.arange(strips) + 0.5) * WIDTH / strips - WIDTH / 2
in_core = np.abs(x) < WIDTH / 2 - SKIN
ratio_sum = np.sum(x[in_core]**2) / np.sum(x**2)
assert abs(ratio_sum - ratio) < 1e-5

# Bending stiffness from elasticity; tolerance covers end effects
D_fem = stiffness_from_moment(1.0)
D_fem_skin = stiffness_from_moment(SOFT)
D_fem_partial = stiffness_from_moment(partial)
assert abs(D_fem / D_uniform - 1) < 3e-3
assert abs(D_fem_skin / D_fem - ratio) < 3e-3
assert abs(D_fem_partial / D_fem - ratio_partial) < 3e-3

# Slender-line deflection; tolerance covers shear and the clamped foot
TALL = 300
tall_uniform = centreline(TALL, 1.0, "force")[-1]
tall_skin = centreline(TALL, SOFT, "force")[-1]
tall_formula = LOAD * TALL**3 / (3 * D_uniform)
assert abs(tall_uniform / tall_formula - 1) < 0.015
assert abs(tall_uniform / tall_skin - ratio) < 0.01

# The actual line, on a rigid foot and on a soft underlayer
rigid = [centreline(HEIGHT, r, "force")[-1] for r in (1.0, SOFT)]
soft = [centreline(HEIGHT, r, "force", UNDERLAYER)[-1]
        for r in (1.0, SOFT)]
fine_rigid = [centreline(HEIGHT, r, "force", 0, 2)[-1]
              for r in (1.0, SOFT)]
fine_soft = [centreline(HEIGHT, r, "force", UNDERLAYER, 2)[-1]
             for r in (1.0, SOFT)]
coarse = np.array(rigid + soft)
fine = np.array(fine_rigid + fine_soft)
mesh_shift = np.max(np.abs(fine / coarse - 1))
assert mesh_shift < 0.01


def show(label, value, unit="", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print("INPUTS")
show("Line width including skin", WIDTH, "nm", 0)
show("Skin thickness per sidewall", SKIN, "nm", 0)
show("Core width", CORE, "nm", 0)
show("Line height", HEIGHT, "nm", 0)
show("Young's modulus", YOUNG, "GPa", 1)
show("Poisson ratio", POISSON, "", 2)
show("Test line load at top", LOAD, "nN/nm", 2)
print("BENDING STIFFNESS")
show("Plane-strain modulus", plane_modulus, "GPa")
show("D, uniform line", D_uniform, "nN nm", 1)
show("D, line with skin", D_skin, "nN nm", 1)
show("Width ratio core/line", CORE / WIDTH, "", 4)
show("Stiffness ratio R, formula", ratio, "", 4)
show("Stiffness ratio R, strip sum", ratio_sum, "", 4)
show("Skin share of width", 200 * SKIN / WIDTH, "%", 1)
show("Stiffness lost", 100 * (1 - ratio), "%", 1)
print("FINITE-ELEMENT CHECK")
show("D, uniform line", D_fem, "nN nm", 1)
show("D, line with skin", D_fem_skin, "nN nm", 1)
show("Stiffness ratio R", D_fem_skin / D_fem, "", 4)
show("R for skin at 0.1 of core modulus, formula", ratio_partial, "", 4)
show("R for skin at 0.1 of core modulus, elements",
     D_fem_partial / D_fem, "", 4)
show("Top-force ratio, 300 nm high line", tall_uniform / tall_skin, "", 4)
print("TOP OF THE 45 nm LINE, SLENDER FORMULA")
show("Deflection, uniform", tip_uniform, "nm", 2)
show("Deflection, with skin", tip_skin, "nm", 2)
show("Deflection factor 1/R", 1 / ratio, "", 2)
show("Slope at top, uniform", 1.5 * tip_uniform / HEIGHT, "rad")
show("Slope at top, with skin", 1.5 * tip_skin / HEIGHT, "rad")
show("Largest foot strain, uniform",
     100 * LOAD * HEIGHT * WIDTH / 2 / D_uniform, "%", 2)
show("Largest foot strain, with skin",
     100 * LOAD * HEIGHT * CORE / 2 / D_skin, "%", 2)
print("NEGLECTED EFFECTS")
show("Rigid foot, elements: deflection, uniform", fine_rigid[0], "nm", 2)
show("Rigid foot, elements: deflection, with skin", fine_rigid[1], "nm", 2)
show("Rigid foot: top-force ratio", fine_rigid[0] / fine_rigid[1])
show("Underlayer thickness", UNDERLAYER, "nm", 0)
show("Soft underlayer: deflection, uniform", fine_soft[0], "nm", 2)
show("Soft underlayer: deflection, with skin", fine_soft[1], "nm", 2)
show("Soft underlayer: top-force ratio", fine_soft[0] / fine_soft[1])
show("Largest deflection shift on halving mesh", 100 * mesh_shift, "%", 2)
show("R for skin of 1.5 nm", (1 - 2 * 1.5 / WIDTH)**3)
show("R for skin of 2.5 nm", (1 - 2 * 2.5 / WIDTH)**3)
show("Slender top-force ratio if top 2 nm is skin too",
     ratio * (HEIGHT / (HEIGHT - SKIN))**3)
print("success")
```

Output:

```
INPUTS
Line width including skin: 15 nm
Skin thickness per sidewall: 2 nm
Core width: 11 nm
Line height: 45 nm
Young's modulus: 2.0 GPa
Poisson ratio: 0.35
Test line load at top: 0.02 nN/nm
BENDING STIFFNESS
Plane-strain modulus: 2.279 GPa
D, uniform line: 641.0 nN nm
D, line with skin: 252.8 nN nm
Width ratio core/line: 0.7333
Stiffness ratio R, formula: 0.3944
Stiffness ratio R, strip sum: 0.3944
Skin share of width: 26.7 %
Stiffness lost: 60.6 %
FINITE-ELEMENT CHECK
D, uniform line: 641.0 nN nm
D, line with skin: 252.8 nN nm
Stiffness ratio R: 0.3944
R for skin at 0.1 of core modulus, formula: 0.4549
R for skin at 0.1 of core modulus, elements: 0.4549
Top-force ratio, 300 nm high line: 0.3946
TOP OF THE 45 nm LINE, SLENDER FORMULA
Deflection, uniform: 0.95 nm
Deflection, with skin: 2.40 nm
Deflection factor 1/R: 2.54
Slope at top, uniform: 0.032 rad
Slope at top, with skin: 0.080 rad
Largest foot strain, uniform: 1.05 %
Largest foot strain, with skin: 1.96 %
NEGLECTED EFFECTS
Rigid foot, elements: deflection, uniform: 1.03 nm
Rigid foot, elements: deflection, with skin: 2.50 nm
Rigid foot: top-force ratio: 0.410
Underlayer thickness: 20 nm
Soft underlayer: deflection, uniform: 1.42 nm
Soft underlayer: deflection, with skin: 3.25 nm
Soft underlayer: top-force ratio: 0.437
Largest deflection shift on halving mesh: 0.24 %
R for skin of 1.5 nm: 0.512
R for skin of 2.5 nm: 0.296
Slender top-force ratio if top 2 nm is skin too: 0.452
success
```
